# Photodetachment thresholds modified by polarization and permanent-dipole tails

A negative ion absorbs a photon of energy $\omega$ and releases one electron of momentum $k$, so that $\omega=E_b+k^2/2$, where $E_b$ is the binding energy. The core left behind is neutral, but it still acts on the electron at long range. The task is to find how this tail shapes the cross section $\sigma(k)$ as $k\to0$.

Hartree atomic units are used. The treatment is a one-electron one: correlation with the core enters through the polarizability $\alpha$ in the tail $-\alpha/(2r^4)$. The fine-structure constant is written $\alpha_{\rm fs}$. For functions of $r$, $W[f,g]=fg'-f'g$. In parts (a) to (e) the potential is central and the core has no permanent multipole moment; parts (f) to (h) treat a core with a dipole moment $\mu$ fixed in space.

**(a) Show that the threshold behaviour of one exit wave $l$ is governed by the Jost solution, the outgoing wave of unit amplitude.**

Let $\varphi$ be the radial solution that starts as $r^{l+1}$ at the origin, and $f$ the solution with $|f|\to1$, $f\propto e^{ikr}$ at large $r$. At large $r$, $W[f,f^*]=-2ik$. Since $\varphi$ is real, $\varphi=af+a^*f^*$. Defining $F=W[f,\varphi]$ gives $F=-2ik\,a^*$, so $|a|=|F|/2k$, and $\varphi$ oscillates with amplitude $2|a|=|F|/k$.

A continuum wave normalized per unit energy has amplitude $N$ fixed by $N^2\frac{\pi}{2}\delta(k-k')=\delta(E-E')=\delta(k-k')/k$, so $N=\sqrt{2/\pi k}$. The normalized wave is therefore

$$u_E=\sqrt{\frac{2}{\pi k}}\,\frac{k}{|F|}\,\varphi=\sqrt{\frac{2k}{\pi}}\,\frac{\varphi}{|F|}.$$

With the initial radial orbital $P_b$ of angular momentum $l_i$, and $l_>=\max(l_i,l)$, the dipole golden rule averaged over orientations gives

$$\sigma=\frac{4\pi^2\alpha_{\rm fs}\,\omega}{3}\,\frac{l_>}{2l_i+1}\,\frac{2k}{\pi}\,\frac{D^2}{|F|^2},\qquad D=\int_0^\infty P_b\,r\,\varphi\,dr .$$

The equation for $\varphi$ contains $k$ only as $k^2$, and its starting condition does not contain $k$. Hence $\varphi$ is analytic in $k^2$ at each $r$. It grows at most like $e^{|{\rm Im}\,k|r}$ times a power of $r$, while $P_b$ falls as $e^{-\kappa r}$ with $\kappa=\sqrt{2E_b}$. The integral thus converges for $|{\rm Im}\,k|<\kappa$, and $D$ is a power series in $k^2$ near threshold. Any non-analytic behaviour must come from $k/|F|^2$.

**(b) Find the threshold law when there is no tail outside a radius $R$.**

Use $\hat j=xj_l(x)$ and $\hat n=-xy_l(x)$, which are $\sin x$ and $\cos x$ for $l=0$. Outside $R$, $f=\hat n(kr)+i\hat j(kr)$. For small $x$,

$$\hat j=\frac{x^{l+1}}{(2l+1)!!}\Big[1-\frac{x^2}{2(2l+3)}+\dots\Big],\qquad \hat n=\frac{(2l-1)!!}{x^{l}}\Big[1+\frac{x^2}{2(2l-1)}+\dots\Big].$$

So $f\to(2l-1)!!\,(kr)^{-l}$ and $F\to(2l-1)!!\,k^{-l}\,W[r^{-l},\varphi]$. If the Wronskian is nonzero at $k=0$, then $k/|F|^2\propto k^{2l+1}$, which is Wigner's law $\sigma\propto\omega k^{2l+1}$. The real part of $k^lF$ has corrections in powers of $k^2$. The imaginary part is of order $k^{2l+1}$ and enters $|F|^2$ squared, so it too gives even powers.

The Wronskian vanishes when $\varphi$ joins onto $r^{-l}$, that is, when a state sits at zero energy (for $l=0$ its wave tends to a constant and cannot be normalized); the law then fails. A state near zero energy narrows its range. For $l=0$ write the outer zero-energy wave as $\varphi=c(r-a_s)$, with scattering length $a_s$. Then $W[1,\varphi]=c$ and $W[r,\varphi]=ca_s$, so $F\simeq c(1+ika_s)$, and $k|a_s|\ll1$ is needed.

**(c) Add the tail $-\alpha/(2r^4)$ and find the first non-analytic term of $f$ to first order in $\alpha$.**

The outer equation is $f''=[l(l+1)/r^2-k^2+U]f$ with $U=-\alpha/r^4$. Since $\hat j'\hat n-\hat j\hat n'=1$, the function

$$g(r,r')=\frac{\hat j(kr)\hat n(kr')-\hat n(kr)\hat j(kr')}{k}$$

solves the free equation in $r$, vanishes at $r=r'$ and has unit slope there. Therefore $f=f_0-\int_r^\infty g\,U f\,dr'$, with $f_0=\hat n+i\hat j$, satisfies the full equation: differentiating twice, the lower limit contributes $+Uf$. Putting $f_0$ under the integral, with $x=kr'$ and $z=kr$, gives

$$f_1=\alpha k^2\Big[\hat j(z)\int_z^\infty\frac{\hat n(\hat n+i\hat j)}{x^4}dx-\hat n(z)\int_z^\infty\frac{\hat j(\hat n+i\hat j)}{x^4}dx\Big].$$

A logarithm arises where an integrand contains $x^{-1}$. In the real part, $\hat n^2/x^4$ has only even powers and gives none. The other real product is

$$\hat j\hat n=\frac{x}{2l+1}\Big[1+\frac{x^2}{2}\Big(\frac1{2l-1}-\frac1{2l+3}\Big)+\dots\Big]=\frac{x}{2l+1}\Big[1+\frac{2x^2}{(2l-1)(2l+3)}+\dots\Big].$$

For $l=0$ this is $x-\frac23x^3$, as it must be for $\sin x\cos x$. Define

$$\gamma_l=\frac{2}{(2l-1)(2l+1)(2l+3)} .$$

Then $\hat j\hat n/x^4$ contains $\gamma_l/x$, whose integral from $z$ upward contains $-\gamma_l\ln z$. With the minus sign in front of $\hat n(z)$,

$$f\ \ni\ \hat n(kr)\,\big[1+\alpha\gamma_l\,k^2\ln k\big].$$

The $x^{-3}$ term gives $-\alpha\hat n/[2(2l+1)r^2]$, and the $\hat n^2$ integral adds $\alpha\hat n/[(2l+1)(2l+3)r^2]$ at leading order. Their sum, $-\alpha\hat n/[2(2l+3)r^2]$, is a distortion of the wave whose relative size does not depend on energy.

**(d) Show that higher iterations leave this coefficient unchanged, and obtain the cross section.**

Each iteration brings a factor $\alpha k^2$ and otherwise a function of $kr$. Expand $k^lf$ at small $k$, term by term in the iteration series. In order $n$, a term $k^s(\ln k)^m$ must then carry $\alpha^n r^{s-2n-l}$.

Let $\chi_0(r)$ be the zero-energy solution that tends to $r^{-l}$. Collect the coefficient $\chi_1(r)$ of $k^2\ln k$ in the real part of $k^lf/(2l-1)!!$. In the radial equation the term $-k^2f$ can feed $k^2\ln k$ only from a $\ln k$ at order $k^0$. Such a term would itself solve the zero-energy equation while falling as $r^{-2n-l}$ with $n\ge1$, which no nonzero solution does, since solutions behave as $r^{-l}$ or $r^{l+1}$. So $\chi_1$ solves the zero-energy equation. Its order-$n$ part varies as $r^{2-2n-l}$, and at large $r$ only $n=1$ survives: $\chi_1\to\alpha\gamma_l r^{-l}$. The difference $\chi_1-\alpha\gamma_l\chi_0$ is a solution falling faster than $r^{-l}$, hence zero. The same argument excludes $k^2\ln^2k$, which could start only at $n=2$, and real terms in $k$ or $k\ln k$.

The imaginary part of $k^lf$ starts at order $k$ for $l=0$ and at order $k^2$ for $l\ge1$. Squared, it adds no $k^2\ln k$. Since $\varphi$ is analytic in $k^2$,

$$k^{2l}|F|^2=F_0^2\,[1+2\alpha\gamma_l k^2\ln k+O(k^2)].$$

Inverting this gives O'Malley's correction:

$$\boxed{\sigma=A\,\omega\,k^{2l+1}\Big[1-\frac{4\alpha\,k^2\ln k}{(2l-1)(2l+1)(2l+3)}+Ck^2+\dots\Big]}$$

The constants $A$ and $C$ depend on the inner region; the logarithmic coefficient does not. Measuring $k$ in another unit adds a constant to $\ln k$ and changes $C$ accordingly. A further tail $-c_6/r^6$ does not alter the coefficient: by dimensions its contributions to $\chi_1$ fall faster than $r^{-l}$. In first order it needs the $x^5$ term of $\hat j\hat n$ and gives a logarithm at $k^4$.

For $l=0$ the denominator is $-3$, so the bracket contains $+\frac43\alpha k^2\ln k$. As $\ln k<0$, this term lowers the s-wave cross section. For $l\ge1$ it raises the cross section.

**(e) Test the law on a model with $\alpha=5$, and see how far Wigner's law holds.**

Take a square well of radius $R=2$ and depth $1.4$, with the tail $-\alpha/(2r^4)$ outside. The parameters are round numbers, not those of an atom. The electron starts in the 1p state ($E_b=0.10826$) or the 1s state ($E_b=0.71771$) of this potential. Radial equations are integrated numerically, so the logarithm is not put in. As a check on the normalization in (a), diagonalization in a large box gives a squared radial dipole of 14.441 per hartree at $k=0.0946$, against 14.443 from the Jost formula.

To isolate the coefficient $b$ of $k^2\ln k$, let $G(k)=\ln[\sigma/(\omega k^{2l+1})]=\ln A+bk^2\ln k+Ck^2+\dots$. In the combination $G(4k)-5G(2k)+4G(k)$ the constants cancel ($1-5+4=0$), and so do the terms in $k^2$ and $k^2\ln k$ ($16-20+4=0$). What remains is

$$b\,k^2(16\ln4-20\ln2)=12\,b\,k^2\ln2 .$$

Two such estimates, at $k$ and $2k$, are combined so as to remove an error linear in $k$. Such an error exists only for the s wave, where $G$ contains a $k^3$ term. For $l\ge1$ the error grows roughly as $k^2$, and the combination leaves a small remainder of that order. The results are:

| Transition | $b$ from formula | $b$ from $\sigma$ |
|---|---:|---:|
| 1p→s | $4\cdot5/3=6.667$ | 6.667 |
| 1s→p | $-20/15=-1.333$ | −1.334 |
| 1p→d | $-20/105=-0.1905$ | −0.1906 |

Without the tail the s-wave value drops to $-0.0002$. This small remainder comes from the $k^4$ term of $G$, which the combination does not cancel, and it vanishes as $k\to0$. With an added $-10/r^6$ it stays at 6.667.

For 1p→s, the momenta $0.0005$ and $0.001$ give $A=5.870$ and $C=-3.366$. This $C$ absorbs part of the next term of $G$, $-\frac{4\pi}{3}\alpha a_sk^3\approx-18.6\,k^3$ with $a_s=0.890$. Its limit as $k\to0$ is $-3.34$, a shift that leaves the four-digit brackets below unchanged. At $k=0.02$ the photon energy is $0.10826+0.00020=0.10846$, and Wigner's law gives $5.870\times0.10846\times0.02=0.01273\,a_0^2$. The corrections are

$$6.667\times0.0004\times(-3.912)=-0.01043,\qquad -3.366\times0.0004=-0.00135 .$$

The bracket is $0.9882$, and $\sigma=0.01258\,a_0^2$, or 0.352 Mb at an electron energy of 5.44 meV. The directly computed ratio to Wigner's law is also $0.9882$. At $k=0.05$ the ratio is $0.9414$ and the corrected law gives $0.9417$: Wigner's law is then about 6% too high relative to the computed cross section, while the corrected law errs by 0.03%.

**(f) Now let the core carry a fixed point dipole, with tail $-\mu\cos\theta/r^2$ outside $R$. Find the threshold exponents.**

The dipole falls off at the same rate as the centrifugal term, so it cannot be treated as a small correction at large $r$. Multiplying the potential by $2r^2$ and adding $L^2$ gives the angular operator

$$L^2-2\mu\cos\theta,\qquad\text{with eigenvalues }\Lambda_i=\lambda_i(\lambda_i+1).$$

In each eigenchannel $f_i''=(\Lambda_i/r^2-k^2)f_i$. Substituting $f_i=\sqrt r\,w$ yields Bessel's equation of order $p_i=\sqrt{\Lambda_i+1/4}=\lambda_i+\frac12$. The outgoing solution is

$$f_i=\sqrt{\frac{\pi kr}{2}}\,H^{(1)}_{p_i}(kr),\qquad H^{(1)}_p=\frac{J_{-p}-e^{-i\pi p}J_p}{i\sin\pi p}.$$

For real $p_i>0$ the first term dominates at small $k$, and $f_i\propto(kr)^{1/2-p_i}=(kr)^{-\lambda_i}$.

The inner region mixes the channels. Let $\Phi_l$ be regular solutions of the full problem, labelled by the partial wave $l$ in which they start at the origin, with outer radial components $\varphi_{il}$. The electron wave produced by the light obeys $(E-H)\Psi=z\Psi_b$ and is outgoing, with components $a_if_i$. Green's theorem for $\Phi_l$ and $\Psi$, with $H=-\frac12\nabla^2+V$, gives

$$d_l\equiv\langle\Phi_l|z|\Psi_b\rangle=\tfrac12\sum_i a_i(\varphi_{il}f_i'-f_i\varphi_{il}')=-\tfrac12\sum_iF_{il}\,a_i,\qquad F_{il}=W[f_i,\varphi_{il}].$$

Since $F_{il}=k^{-\lambda_i}M_{il}$ with $M$ finite at threshold, $\sum_iM_{il}(k^{-\lambda_i}a_i)=-2d_l$. If $M$ is invertible there, $a_i\propto k^{\lambda_i}$. The outgoing flux is $k|a_i|^2$, so

$$\boxed{\sigma_i\propto k^{2\lambda_i+1}=k^{2p_i}}$$

The lowest channel dominates at threshold, provided mixing or the photon feeds it at all.

For a weak dipole, second-order perturbation theory with $\langle0|\cos\theta|1\rangle=1/\sqrt3$ and the level spacing 2 gives $\Lambda_0\simeq-(2\mu)^2/(3\cdot2)=-2\mu^2/3$. The lowest exponent is then about $1-4\mu^2/3$, which returns to the s-wave value 1 as $\mu\to0$.

The approach to the power law is slow. By Cramer's rule, $a_0$ is a numerator free of $f_0$ divided by $\det F$, which is linear in $f_0$. Each of the other channels contributes the same factor $k^{-\lambda_i}$ to the numerator and to $\det F$, and these factors cancel in $a_0$. Apart from them, and up to corrections of order $k^2$ and higher powers from the other channels, $\det F$ is proportional to $\sqrt k\,[\beta k^{-p}-\eta e^{-i\pi p}k^{p}]$ with $p=p_0$ and real $\beta,\eta$. Hence

$$\sigma_0\propto k^{2p}\Big[1-2\frac{\eta}{\beta}k^{2p}\cos\pi p+\frac{\eta^2}{\beta^2}k^{4p}\Big]^{-1}.$$

The first relative correction goes as $k^{2p}$ with $2p<1$. For integer $\lambda$, $\cos\pi p=0$ and it disappears, in agreement with (b).

**(g) What happens when $\Lambda_0$ falls below $-1/4$?**

Then $p=i\nu$ with $\nu=\sqrt{-\Lambda_0-1/4}$, and $e^{-i\pi p}=e^{\pi\nu}$. For real argument $J_{i\nu}=J_{-i\nu}^*$, so the two coefficients are now complex conjugates $B$ and $B^*$. With $X=Bk^{-i\nu}$,

$$|X-e^{\pi\nu}X^*|^2=|B|^2(1+e^{2\pi\nu})-2e^{\pi\nu}\,{\rm Re}\,X^2 .$$

Taking out $2e^{\pi\nu}|B|^2$ and writing $\theta_0=-2\arg B$,

$$\boxed{\sigma\propto\frac{1}{\cosh\pi\nu-\cos(2\nu\ln k+\theta_0)}}$$

As $k\to0$ the cross section has no limit: it stays between two positive, finite bounds and keeps oscillating in $\ln k$ with period $\pi/\nu$. Its maximum exceeds its minimum by the factor $(\cosh\pi\nu+1)/(\cosh\pi\nu-1)=\coth^2(\pi\nu/2)$.

At the border $\Lambda_0=-1/4$ the order is $p=0$, and $H^{(1)}_0\simeq1+\frac{2i}{\pi}(\ln kr+\text{const})$. The same steps give $\sigma\propto[(\ln k+c)^2+\pi^2/4]^{-1}$ with a real constant $c$, which vanishes more slowly than any power. The border lies at the critical dipole $\mu_c=0.6393\,ea_0$, or 1.625 debye. The boxed law assumes that only one channel lies below $-1/4$. The lowest $m=\pm1$ channel crosses at $\mu=3.79\,ea_0$ and the second $m=0$ channel at $7.55\,ea_0$. Beyond these values every such channel that is fed adds an oscillation with its own $\nu$.

These laws assume that the dipole stays fixed. A freely rotating molecule in a state of definite parity has no mean dipole. Once the electron energy is below the spacing $\Delta$ to the nearest level of opposite parity that the dipole couples to, the dipole acts at large $r$ through virtual excitation, of order $(\mu/r^2)^2/\Delta$. That is an $r^{-4}$ tail, and the noninteger law ends there. For a linear molecule in a $\Sigma$ state, $\Delta$ is the rotational spacing. A symmetric top with $K\ne0$, or a $\Lambda$-doublet radical such as OH, has nearly degenerate levels of opposite parity within one $J$. There a reduced $r^{-2}$ coupling and a noninteger exponent survive down to the much smaller doublet splitting; for $\mu=0.4$ and $J=K=1$ the exponent is 0.89.

**(h) Check the dipole laws numerically.**

Keep the well, place the dipole tail outside $R$, and let the initial electron occupy an s orbital confined to the well. A photon polarized along the dipole feeds only $l=1$ inside. Partial waves $l=0$ to 4 are retained.

For $\mu=0.4$, $\Lambda_0=-0.10282$, so the exponent should be $2\sqrt{0.25-0.10282}=0.7673$. The total strength computed between $k=10^{-6}$ and $2\times10^{-6}$ has slope 0.7673. Without the dipole tail this photon would give $k^3$; channel mixing at $R$ opens the lower channel, which takes over at threshold. The second channel has exponent 3.040 from both the formula and the calculation. The relative correction to the lowest channel grows with power 0.767, as derived in (f). For $\mu=0.2$ the exponent is 0.9457, close to the weak-dipole estimate $1-4(0.04)/3=0.947$.

For $\mu=1$, $\Lambda_0=-0.5573$ and $\nu=\sqrt{0.3073}=0.554$. One period multiplies $k$ by $e^{\pi/\nu}\simeq289$, and the energy by about $8\times10^4$. In the inverse strength, the ratio of the mean to the first harmonic is 2.9406, equal to $\cosh\pi\nu$ to the digits given; the strength repeats after one period. The predicted maximum-to-minimum ratio is $3.9406/1.9406=2.03$. The five sampled strengths run from 0.050 to 0.094, a ratio of 1.88, because the samples do not fall on the extrema. This confirms the fixed-dipole law, not the behaviour of a rotating molecule at such low energies. The full set of values is in the numerical output.

## Calculated quantities

```
well radius 2.0 a0, depth 1.4 hartree, alpha 5.0 a0^3
1p->s squared radial dipole at k = 0.09463 (a0^2/hartree):
  box diagonalization 14.4406, Jost formula 14.4432
coefficient of k^2 ln k (a0^2): numerical, formula
  1p->s: 6.6666, 6.6667; binding 0.10826 hartree
  1s->p: -1.3336, -1.3333; binding 0.71771 hartree
  1p->d: -0.1906, -0.1905; binding 0.10826 hartree
1p->s coefficient without tail: -0.0002 a0^2
1p->s coefficient with added -10/r^6: 6.6666 a0^2
1p->s: A = 5.87007 a.u., C = -3.366 a0^2
k (1/a0), sigma (a0^2), sigma/Wigner, corrected law, log term, C k^2
  0.01  0.006336  0.996583  0.996593  -0.003070  -0.000337
  0.02  0.012583  0.988157  0.988222  -0.010432  -0.001346
  0.05  0.030259  0.941384  0.941657  -0.049929  -0.008414
sigma at k = 0.02: 0.3524 Mb, electron energy 5.442 meV
critical dipole 0.63931 e a0 = 1.6250 debye
below critical: mu (e a0), Lam_0, lam_0, exponent formula, numerical
  0.2  -0.026411  -0.027148  0.94570  0.94570
     second channel exponent: formula 3.01047, numerical 3.01047
  0.4  -0.102821  -0.116361  0.76728  0.76731
     second channel exponent: formula 3.03977, numerical 3.03978
     power of the relative correction: 0.7672
above critical: mu = 1.0 e a0, Lam_0 = -0.55729, nu = 0.55433
  momentum ratio of one period exp(pi/nu) = 289.26
  mean/first harmonic of 1/strength 2.94055, cosh(pi nu) 2.94055
  second harmonic/mean 3.9e-08, strength ratio after a period 1.000000
  max/min strength over a period 2.0306
  k (1/a0), dipole strength (a0^2/hartree)
  1.000e-04  0.05000
  3.219e-05  0.06164
  1.036e-05  0.09380
  3.336e-06  0.09092
  1.074e-06  0.05963
```
